**Alloy scattering from the barrier tails of a silicon well**

For a flat, symmetric well, the program tests 1/τ = m_t x(1-x)ΔU²Ω0 I4/ħ³ with I4 = κP²/2. Here m_t is the in-plane mass, x the Ge fraction, ΔU the site potential shift, Ω0 the atomic volume, κ the amplitude decay constant and P the total barrier probability. It asserts that finite-difference diagonalization reproduces the bound-state energy, P and I4, and that each of two unequal barriers contributes κ_jP_j². Random occupations of a diamond lattice, combined with an explicit count of final states, reproduce the rate after the atomic-plane correction. Further assertions cover the deep-well laws, the narrow-well maximum of I4 and the fall of the rate with Ge content when V0 = xΔU. For the 4.05 nm example, the output gives P = 0.023 and a continuum alloy-limited mobility of 4.5×10⁶ cm²/(V s). Screening, intervalley scattering and all other scattering mechanisms are left out.

## Numerical verification

```python
"""
Alloy scattering of a silicon-well subband by random SiGe barriers.
Result under test:
  1/tau = m_t*x*(1-x)*dU^2*Omega0*I4/hbar^3,  I4 = kappa*P^2/2
I4: integral of squared density over both barriers; P: barrier probability;
kappa: amplitude decay constant; x: Ge fraction; dU: site potential shift;
Omega0: atomic volume; m_t: in-plane mass. The well is flat and symmetric.
Scattering is unscreened, intravalley and in the Born approximation.
Energies are in eV, lengths in nm and times in s unless labelled otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

hbar = const.hbar / const.e
hbar2_over_m0 = const.hbar**2 / const.m_e / const.e * 1e18
mass_z, mass_t = 0.9, 0.2
lattice_a = 0.54
spacing = lattice_a / 4
atomic_volume = lattice_a**3 / 8
ge_fraction, site_shift = 0.3, 0.5
barrier = ge_fraction * site_shift
planes = 30
width = planes * spacing


def wave_number(energy):
    return np.sqrt(2 * mass_z * energy / hbar2_over_m0)


def bound_state(length, height):
    """Energy, kappa, P and I4 from the matching condition."""
    k0 = wave_number(height)
    theta = brentq(lambda t: t - k0 * length / 2 * np.cos(t),
                   0, np.pi / 2, xtol=1e-14)
    kappa = k0 * np.sin(theta)
    probability = np.cos(theta)**2 / (1 + theta * np.tan(theta))
    energy = height * np.cos(theta)**2
    return energy, kappa, probability, kappa * probability**2 / 2


def grid_state(length, left_height, right_height=None, outside=12.0):
    """Ground state by diagonalization, independent of matching formulas."""
    if right_height is None:
        right_height = left_height
    n_well = max(20, int(round(length / 0.009)))
    step = length / n_well
    n_out = int(np.ceil(outside / step))
    n_total = n_well + 2 * n_out
    potential = np.zeros(n_total)
    potential[:n_out] = left_height
    potential[n_out + n_well:] = right_height
    hopping = hbar2_over_m0 / (2 * mass_z * step**2)
    energy, vector = eigh_tridiagonal(
        potential + 2 * hopping, -hopping * np.ones(n_total - 1),
        select="i", select_range=(0, 0))
    density = vector[:, 0]**2 / (np.sum(vector[:, 0]**2) * step)
    z = (np.arange(n_total) + 0.5 - n_total / 2) * step
    left, right = density[:n_out], density[n_out + n_well:]
    p_sides = np.array([left.sum(), right.sum()]) * step
    i_sides = np.array([(left**2).sum(), (right**2).sum()]) * step
    return energy[0], p_sides, i_sides, z, density


def alloy_rate(i4, fraction=ge_fraction):
    """Closed expression for the scattering rate in 1/s."""
    return (mass_t / hbar2_over_m0 * fraction * (1 - fraction)
            * site_shift**2 * atomic_volume * i4 / hbar)


def mobility(rate):
    """Mobility in cm^2/(V s)."""
    return const.e / (mass_t * const.m_e * rate) * 1e4


# Bound-state quantities against direct diagonalization.
energy, kappa, penetration, i4 = bound_state(width, barrier)
grid_energy, grid_p, grid_i, grid_z, grid_density = grid_state(width, barrier)
assert np.isclose(grid_energy, energy, rtol=1e-3)
assert np.isclose(grid_p.sum(), penetration, rtol=2e-3)
assert np.isclose(grid_i.sum(), i4, rtol=4e-3)

# Unequal barriers test the separate contributions of the two sides.
right_barrier = 0.25
e_asym, p_asym, i_asym, _, _ = grid_state(width, barrier, right_barrier)
kappa_asym = wave_number(np.array([barrier, right_barrier]) - e_asym)
assert np.allclose(i_asym, kappa_asym * p_asym**2, rtol=4e-3)

# Random occupations on the actual diamond-lattice sites.
cells, side_planes = 8, 12
offsets = [((0, 0), (.5, .5)), ((.25, .25), (.75, .75)),
           ((0, .5), (.5, 0)), ((.25, .75), (.75, .25))]
sites = []
for layer in list(range(-side_planes, 0)) + list(
        range(planes, planes + side_planes)):
    z_site = (layer + 0.5) * spacing - width / 2
    for ix in range(cells):
        for iy in range(cells):
            for ox, oy in offsets[layer % 4]:
                sites.append((ix + ox, iy + oy, z_site))
sites = np.array(sites)
q_indices = np.array([(m, n) for m in range(1, 4) for n in range(4)])
phases = np.exp(2j * np.pi * sites[:, :2] @ q_indices.T / cells)
site_density = np.interp(sites[:, 2], grid_z, grid_density)
area = (cells * lattice_a)**2
weights = site_shift * atomic_volume * site_density[:, None] * phases / area
rng = np.random.default_rng(2718)
batches, batch_size = 8, 500
squared_sum = np.zeros(len(q_indices))
for _ in range(batches):
    occupation = rng.random((batch_size, len(sites))) < ge_fraction
    elements = (occupation - ge_fraction) @ weights
    squared_sum += np.sum(np.abs(elements)**2, axis=0)
samples = batches * batch_size
strength_by_q = area * squared_sum / samples
sampled_strength = strength_by_q.mean()
continuum_strength = (ge_fraction * (1 - ge_fraction) * site_shift**2
                      * atomic_volume * i4)
lattice_factor = 2 * kappa * spacing / np.sinh(2 * kappa * spacing)
lattice_strength = continuum_strength * lattice_factor
# Sampling errors are about 0.5% for the mean and 1.6% for one q.
assert np.isclose(sampled_strength, lattice_strength, rtol=0.02)
assert np.max(np.abs(strength_by_q / lattice_strength - 1)) < 0.08

# Explicit final-state sum, including the momentum-loss weight.
box, shell_energy, shell_width = 10000.0, 0.005, 0.001
indices = np.arange(-300, 301)
kx, ky = np.meshgrid(2 * np.pi * indices / box,
                     2 * np.pi * indices / box, indexing="ij")
k_length = np.hypot(kx, ky)
final_energy = hbar2_over_m0 * k_length**2 / (2 * mass_t)
shell = np.abs(final_energy - shell_energy) < shell_width / 2
loss_sum = np.sum(1 - kx[shell] / k_length[shell])
state_density = loss_sum / (box**2 * shell_width)
sampled_rate = 2 * np.pi / hbar * sampled_strength * state_density
rate = alloy_rate(i4)
lattice_rate = rate * lattice_factor
assert np.isclose(sampled_rate, lattice_rate, rtol=0.025)

# Deep-well law against diagonalization, not against the matching solver.
deep_width = 40.0
k0 = wave_number(barrier)
_, deep_p, deep_i, _, _ = grid_state(deep_width, barrier)
deep_p_law = 2 * np.pi**2 / (k0 * deep_width + 2)**3
assert np.isclose(deep_p.sum(), deep_p_law, rtol=0.01)
assert np.isclose(deep_i.sum(), k0 * deep_p_law**2 / 2, rtol=0.02)


def grid_slope(first, second):
    """Logarithmic slope of I4 against P between two numerical states."""
    return (np.log(second[2].sum() / first[2].sum())
            / np.log(second[1].sum() / first[1].sum()))


deep_slope_l = grid_slope(grid_state(38.0, barrier),
                          grid_state(42.0, barrier))
deep_slope_v = grid_slope(grid_state(deep_width, 0.14),
                          grid_state(deep_width, 0.16))
assert abs(deep_slope_l - 2) < 0.02
assert abs(deep_slope_v - 5 / 3) < 0.03
slope_l = grid_slope(grid_state(28 * spacing, barrier),
                     grid_state(32 * spacing, barrier))
slope_v = grid_slope(grid_state(width, 0.14), grid_state(width, 0.16))

# The envelope model has a maximum although P keeps rising as L falls.
peak = minimize_scalar(lambda length: -bound_state(length, barrier)[3],
                       bounds=(0.05, 2.0), method="bounded")
peak_width = peak.x
peak_p = bound_state(peak_width, barrier)[2]
narrow_states = [grid_state(length, barrier, outside=25.0)
                 for length in (0.1, peak_width, 1.0)]
narrow_i = [state[2].sum() for state in narrow_states]
narrow_p = [state[1].sum() for state in narrow_states]
assert narrow_i[1] > narrow_i[0] and narrow_i[1] > narrow_i[2]
assert narrow_p[0] > narrow_p[1] > narrow_p[2]

# Composition trend with the mean site potential supplying the barrier.
fractions = (0.2, 0.3, 0.4)
composition_rates = []
for fraction in fractions:
    numerical_i = grid_state(width, fraction * site_shift)[2].sum()
    composition_rates.append(alloy_rate(numerical_i, fraction))
assert composition_rates[0] > composition_rates[1] > composition_rates[2]

print(f"confinement mass = {mass_z:.1f} m0; in-plane mass = {mass_t:.1f} m0")
print(f"lattice constant = {lattice_a:.2f} nm; plane spacing = {spacing:.3f} nm")
print(f"atomic volume = {atomic_volume:.6f} nm^3")
print(f"Ge fraction = {ge_fraction:.2f}; site shift = {site_shift:.2f} eV")
print(f"barrier = {barrier:.3f} eV; well = {planes} planes = {width:.3f} nm")
print(f"k0 = {k0:.4f} nm^-1; k0*L = {k0 * width:.3f}")
print(f"theta = {np.arccos(np.sqrt(energy / barrier)):.5f} rad")
print(f"subband energy = {energy:.6f} eV; grid = {grid_energy:.6f} eV")
print(f"kappa = {kappa:.4f} nm^-1")
print(f"P = {penetration:.6f}; grid P = {grid_p.sum():.6f}")
print(f"I4 = {i4:.5e} nm^-1; grid I4 = {grid_i.sum():.5e} nm^-1")
print(f"deep-well estimate of P = {2*np.pi**2/(k0*width+2)**3:.6f}")
print(f"area times mean squared element = {continuum_strength:.5e} eV^2 nm^2")
print(f"continuum rate = {rate:.4e} s^-1; lifetime = {1/rate:.4e} s")
print(f"continuum mobility = {mobility(rate):.4e} cm^2/(V s)")
print(f"atomic-plane factor = {lattice_factor:.5f}")
print(f"atomic-plane rate = {lattice_rate:.4e} s^-1")
print(f"atomic-plane mobility = {mobility(lattice_rate):.4e} cm^2/(V s)")
print(f"random-atom rate = {sampled_rate:.4e} s^-1; samples = {samples}")
print(f"random/atomic-plane strength = {sampled_strength/lattice_strength:.5f}")
print(f"unequal barriers = {barrier:.3f}, {right_barrier:.3f} eV")
print(f"unequal sides P = {p_asym[0]:.6f}, {p_asym[1]:.6f}")
print(f"unequal sides I4 = {i_asym[0]:.4e}, {i_asym[1]:.4e} nm^-1")
print(f"example slope d ln(I4)/d ln(P), changing L = {slope_l:.4f}")
print(f"example slope d ln(I4)/d ln(P), changing V0 = {slope_v:.4f}")
print(f"slopes near L = {deep_width:.0f} nm: changing L = {deep_slope_l:.4f}, "
      f"changing V0 = {deep_slope_v:.4f}")
print(f"I4 maximum: L = {peak_width:.4f} nm; P = {peak_p:.4f}")
print("Width scan, continuum rates:")
for number in (20, 30, 40, 60):
    length = number * spacing
    _, decay, probability, integral = bound_state(length, barrier)
    scan_rate = alloy_rate(integral)
    print(f"L={length:.3f} nm; kappa={decay:.4f} nm^-1; P={probability:.6f}; "
          f"I4={integral:.4e} nm^-1; rate={scan_rate:.4e} s^-1; "
          f"mobility={mobility(scan_rate):.4e} cm^2/(V s)")
print("Composition scan at fixed width, continuum rates:")
for fraction in fractions:
    _, decay, probability, integral = bound_state(width, fraction * site_shift)
    scan_rate = alloy_rate(integral, fraction)
    print(f"x={fraction:.2f}; V0={fraction*site_shift:.3f} eV; "
          f"kappa={decay:.4f} nm^-1; P={probability:.6f}; "
          f"I4={integral:.4e} nm^-1; rate={scan_rate:.4e} s^-1")
print("verified")
```

Printed output:

```
confinement mass = 0.9 m0; in-plane mass = 0.2 m0
lattice constant = 0.54 nm; plane spacing = 0.135 nm
atomic volume = 0.019683 nm^3
Ge fraction = 0.30; site shift = 0.50 eV
barrier = 0.150 eV; well = 30 planes = 4.050 nm
k0 = 1.8824 nm^-1; k0*L = 7.624
theta = 1.23958 rad
subband energy = 0.015863 eV; grid = 0.015862 eV
kappa = 1.7801 nm^-1
P = 0.022966; grid P = 0.022965
I4 = 4.69452e-04 nm^-1; grid I4 = 4.69350e-04 nm^-1
deep-well estimate of P = 0.022147
area times mean squared element = 4.85112e-07 eV^2 nm^2
continuum rate = 1.9344e+09 s^-1; lifetime = 5.1695e-10 s
continuum mobility = 4.5461e+06 cm^2/(V s)
atomic-plane factor = 0.96251
atomic-plane rate = 1.8619e+09 s^-1
atomic-plane mobility = 4.7231e+06 cm^2/(V s)
random-atom rate = 1.8641e+09 s^-1; samples = 4000
random/atomic-plane strength = 0.99986
unequal barriers = 0.150, 0.250 eV
unequal sides P = 0.012418, 0.005632
unequal sides I4 = 2.7365e-04, 7.4460e-05 nm^-1
example slope d ln(I4)/d ln(P), changing L = 1.9616
example slope d ln(I4)/d ln(P), changing V0 = 1.5486
slopes near L = 40 nm: changing L = 1.9994, changing V0 = 1.6575
I4 maximum: L = 0.3905 nm; P = 0.7871
Width scan, continuum rates:
L=2.700 nm; kappa=1.6911 nm^-1; P=0.058756; I4=2.9191e-03 nm^-1; rate=1.2028e+10 s^-1; mobility=7.3112e+05 cm^2/(V s)
L=4.050 nm; kappa=1.7801 nm^-1; P=0.022966; I4=4.6945e-04 nm^-1; rate=1.9344e+09 s^-1; mobility=4.5461e+06 cm^2/(V s)
L=5.400 nm; kappa=1.8188 nm^-1; P=0.011242; I4=1.1492e-04 nm^-1; rate=4.7354e+08 s^-1; mobility=1.8571e+07 cm^2/(V s)
L=8.100 nm; kappa=1.8509 nm^-1; P=0.003900; I4=1.4077e-05 nm^-1; rate=5.8005e+07 s^-1; mobility=1.5161e+08 cm^2/(V s)
Composition scan at fixed width, continuum rates:
x=0.20; V0=0.100 eV; kappa=1.4219 nm^-1; P=0.037144; I4=9.8089e-04 nm^-1; rate=3.0795e+09 s^-1
x=0.30; V0=0.150 eV; kappa=1.7801 nm^-1; P=0.022966; I4=4.6945e-04 nm^-1; rate=1.9344e+09 s^-1
x=0.40; V0=0.200 eV; kappa=2.0802 nm^-1; P=0.016138; I4=2.7086e-04 nm^-1; rate=1.2756e+09 s^-1
verified
```
